# Dipole field and sawtooth correction for a Janus monolayer: a program that tests the result

```python
"""
Result under test: a layer with dipole per area m in a periodic cell of length L
has a spurious vacuum field m/(eps0 L). A sawtooth potential of slope m/(eps0 L),
cut in the vacuum, restores two flat levels that differ by m/eps0.
If the layer can polarize (isolated dipole m0, polarizability per area alpha),
the uncorrected field is m0/(eps0 L - alpha).

Units inside the program: lengths in nm, potentials in V.
Charge densities and dipoles are divided by eps0: rho/eps0 in V/nm^2,
sheet charge/eps0 in V/nm, dipole per area/eps0 in V, alpha/eps0 in nm.
z points along the outward normal of the upper face.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

GRID_STEP = 0.005


def make_grid(length):
    count = int(round(length / GRID_STEP))
    step = length / count
    z = -length / 2 + step * np.arange(count)
    k = 2 * np.pi * np.fft.fftfreq(count, d=step)
    return z, k, step


def periodic_potential(source, k):
    """Zero-mean periodic solution of phi'' = -source."""
    source_k = np.fft.fft(source)
    phi_k = np.zeros_like(source_k)
    phi_k[1:] = source_k[1:] / k[1:]**2
    return np.fft.ifft(phi_k).real


def derivative(values, k):
    return np.fft.ifft(1j * k * np.fft.fft(values)).real


def sheet_density(z, charges, centres, widths):
    return sum(q * np.exp(-(z - c)**2 / (2 * w**2)) / (w * np.sqrt(2 * np.pi))
               for q, c, w in zip(charges, centres, widths))


def charge_below(z, charges, centres, widths):
    return sum(q * 0.5 * (1 + erf((z - c) / (w * np.sqrt(2))))
               for q, c, w in zip(charges, centres, widths))


def integrate(function, low, high):
    return quad(function, low, high, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


# ---- Frozen asymmetric density: Fourier solution against open boundaries ----
frozen = ([-5.0, 9.0, -4.0], [-0.16, 0.01, 0.17], [0.04, 0.05, 0.045])
frozen_length = 2.2
z, k, dz = make_grid(frozen_length)
rho = sheet_density(z, *frozen)
phi_periodic = periodic_potential(rho, k)
field_periodic = -derivative(phi_periodic, k)
frozen_dipole = np.sum(z * rho) * dz


def open_field(x):
    return charge_below(x, *frozen)


upper_open = -integrate(open_field, 0.0, 1.0)   # relative to z = 0
lower_open = integrate(open_field, -1.0, 0.0)
open_step = upper_open - lower_open
in_vacuum = np.abs(z) > 0.6
assert abs(open_step - frozen_dipole) < 1e-8
assert np.max(np.abs(field_periodic[in_vacuum]
                     - open_step / frozen_length)) < 1e-8

# The mid-vacuum potential is the average of the two true levels.
mid_vacuum = phi_periodic[0] - phi_periodic[len(z) // 2]
assert abs(mid_vacuum - 0.5 * (upper_open + lower_open)) < 1e-8

# The result does not depend on where in the vacuum the sawtooth is cut.
for cut in (-1.0975, -0.7975, 0.8025):
    z_cell = cut + np.mod(z - cut, frozen_length)
    centre = 0.0 if cut < 0 else frozen_length
    dipole_here = np.sum(z_cell * rho) * dz
    phi_fixed = phi_periodic + dipole_here * z_cell / frozen_length
    lower = phi_fixed[z_cell < centre - 0.6]
    upper = phi_fixed[z_cell > centre + 0.6]
    assert np.ptp(lower) < 1e-8 and np.ptp(upper) < 1e-8
    assert abs(upper.mean() - lower.mean() - open_step) < 1e-8

# A cut through the layer must fail to remove the field.
bad_cut = 0.0525
z_bad = bad_cut + np.mod(z - bad_cut, frozen_length)
bad_dipole = np.sum(z_bad * rho) * dz
bad_residual_field = field_periodic[0] - bad_dipole / frozen_length
assert abs(bad_residual_field) > 0.1

# Electrostatic energy per area, divided by eps0.
energy_open = 0.5 * integrate(lambda x: open_field(x)**2, -1.0, 1.0)
energy_periodic = 0.5 * np.sum(rho * phi_periodic) * dz
assert abs(energy_periodic - energy_open
           + open_step**2 / (2 * frozen_length)) < 1e-8

# ---- Polarizable model layer, iterated to self-consistency ----
sheet_uC_cm2 = 9.0
sheet_position = 0.15
sheet_width = 0.04
thickness = 0.6
edge_width = 0.05
permittivity_inside = 4.0
main_length = 2.0
sigma = sheet_uC_cm2 * 1e-2 / const.epsilon_0 * 1e-9
model = ([-sigma, sigma], [-sheet_position, sheet_position],
         [sheet_width, sheet_width])


def susceptibility(x):
    shape = 0.5 * (erf((x + thickness / 2) / edge_width)
                   - erf((x - thickness / 2) / edge_width))
    return (permittivity_inside - 1) * shape


def self_consistent(length, corrected, fixed_on=True, applied_field=0.0):
    """Iterate field -> polarization -> total charge -> field."""
    z, k, dz = make_grid(length)
    fixed = sheet_density(z, *model) if fixed_on else np.zeros_like(z)
    chi = susceptibility(z)
    field = np.zeros_like(z)
    for _ in range(200):
        total = fixed - derivative(chi * field, k)
        dipole = np.sum(z * total) * dz
        phi = periodic_potential(total, k)
        new_field = -derivative(phi, k) + applied_field
        if corrected:
            new_field = new_field - dipole / length
        change = np.max(np.abs(new_field - field))
        field = field + 0.3 * (new_field - field)
    assert change < 1e-9
    if corrected:
        phi = phi + dipole * z / length
    energy = 0.5 * np.sum(fixed * phi) * dz
    return {"z": z, "field": field, "phi": phi, "dipole": dipole,
            "energy": energy}


# Isolated step from open-boundary quadrature, without any periodic cell.
isolated_step = -integrate(
    lambda x: charge_below(x, *model) / (1 + susceptibility(x)), -0.9, 0.9)
test_field = 0.2
alpha = self_consistent(main_length, True, fixed_on=False,
                        applied_field=test_field)["dipole"] / test_field

lengths = (1.5, 2.0, 3.0, 4.0, 8.0)
trend = []
for length in lengths:
    raw = self_consistent(length, False)
    fixed_run = self_consistent(length, True)
    vacuum_field = raw["field"][0]
    assert abs(fixed_run["dipole"] - isolated_step) < 1e-7
    assert abs(vacuum_field - raw["dipole"] / length) < 1e-7
    assert abs(vacuum_field - isolated_step / (length - alpha)) < 1e-7
    assert abs(raw["energy"] - fixed_run["energy"]
               + isolated_step**2 / (2 * (length - alpha))) < 1e-7
    trend.append((length, vacuum_field, vacuum_field * (length - thickness)))
# More vacuum weakens the field but not the total ramp.
assert trend[-1][1] < 0.2 * trend[0][1]
assert abs(trend[-1][2] / isolated_step - 1) < 0.05

raw = self_consistent(main_length, False)
good = self_consistent(main_length, True)
z = good["z"]
centre_index = len(z) // 2
lower_mask, upper_mask = z < -0.6, z > 0.6


def levels(phi):
    relative = phi - phi[centre_index]
    return relative[lower_mask], relative[upper_mask]


phi_lower, phi_upper = levels(good["phi"])
ripple = max(np.ptp(phi_lower), np.ptp(phi_upper))
corrected_step = phi_upper.mean() - phi_lower.mean()
assert ripple < 1e-7
assert abs(corrected_step - isolated_step) < 1e-7

# Sawtooth added only after an uncorrected run: flat, but the wrong step.
late_lower, late_upper = levels(raw["phi"] + raw["dipole"] * z / main_length)
late_step = late_upper.mean() - late_lower.mean()
assert max(np.ptp(late_lower), np.ptp(late_upper)) < 1e-7
assert late_step > 1.1 * isolated_step

# ---- Size of the neglected effects ----
lattice = 0.325
gap_eV = 1.5
work_function_eV = 5.0
temperature = 300.0
area = np.sqrt(3) / 2 * lattice**2
G_first = 4 * np.pi / (np.sqrt(3) * lattice)
eps0_e = const.epsilon_0 * 1e-9 / const.e        # e/(V nm)

# Lateral corrugation above a lattice of spherical Gaussian ions of unit
# charge, by explicit sum over all wavevectors with a lateral part.
ion_width = 0.03
kz = 2 * np.pi * np.arange(-250, 251) / main_length


def corrugation(height):
    total = 0.0
    for i in range(-5, 6):
        for j in range(-5, 6):
            if i == 0 and j == 0:
                continue
            q2 = G_first**2 * (i * i + j * j + i * j) + kz**2
            total += np.sum(np.exp(-q2 * ion_width**2 / 2)
                            * np.cos(kz * height) / q2)
    return total / (eps0_e * area * main_length)


for height in (0.4, 0.5, 0.6):
    # Outside itself a spherical ion acts as a point charge: no width enters.
    decay_law = (6 / (2 * eps0_e * area * G_first)
                 * np.exp(-G_first * height))
    # The law keeps only the six shortest lateral wavevectors.
    assert abs(corrugation(height) / decay_law - 1) < 0.01

kappa = np.sqrt(2 * const.m_e * work_function_eV * const.e) / const.hbar * 1e-9
cut_distance = main_length / 2 - thickness / 2
tail = np.exp(-2 * kappa * cut_distance)
layer_voltage = (raw["field"] - good["field"])[centre_index] * thickness
vacuum_ramp = raw["field"][0] * (main_length - thickness)
thermal_energy = const.k * temperature
carriers = (const.m_e * thermal_energy / (np.pi * const.hbar**2)
            * np.exp(-gap_eV * const.e / (2 * thermal_energy)) * 1e-4)
screening = eps0_e * raw["field"][0] * 1e14
assert corrugation(0.5) < 0.01 * isolated_step
assert tail < 1e-4
assert layer_voltage < 0.2 * gap_eV
assert vacuum_ramp < 0.5 * work_function_eV
assert carriers < 1e-6 * screening

energy_error = (raw["energy"] - good["energy"]) * eps0_e * area * 1e3

print("FROZEN THREE-SHEET TEST")
print(f"cell length: {frozen_length:.2f} nm")
print(f"step, open boundaries: {open_step:.4f} V")
print(f"vacuum field, periodic: {field_periodic[0]:.5f} V/nm")
print(f"field left by cut through layer: {bad_residual_field:.3f} V/nm")
print("MODEL INPUTS")
print(f"sheet charge: {sheet_uC_cm2:.1f} uC/cm2")
print(f"sheet positions: -/+ {sheet_position:.2f} nm")
print(f"sheet Gaussian width: {sheet_width:.2f} nm")
print(f"layer thickness: {thickness:.2f} nm")
print(f"layer edge width: {edge_width:.2f} nm")
print(f"relative permittivity inside: {permittivity_inside:.1f}")
print(f"main cell length: {main_length:.1f} nm")
print("MODEL RESULTS, MAIN CELL")
print(f"sheet charge/eps0: {sigma:.3f} V/nm")
print(f"isolated dipole/eps0: {isolated_step:.4f} V")
print(f"isolated dipole: {isolated_step*const.epsilon_0*1e12:.3f} pC/m")
print(f"isolated dipole per cell: {isolated_step*eps0_e*area:.5f} e nm")
print(f"alpha/eps0: {alpha:.4f} nm")
print(f"uncorrected dipole/eps0: {raw['dipole']:.4f} V")
print(f"dipole enhancement: {raw['dipole']/isolated_step:.4f}")
print(f"field from isolated dipole: {10*isolated_step/main_length:.3f} MV/cm")
print(f"actual spurious field: {10*raw['field'][0]:.3f} MV/cm")
print(f"lower vacuum level vs centre: {-phi_lower.mean():.4f} eV")
print(f"upper vacuum level vs centre: {-phi_upper.mean():.4f} eV")
print(f"corrected potential step: {corrected_step:.4f} V")
print(f"plateau ripple below 1e-7 V: {ripple < 1e-7}")
print(f"step if corrected afterwards: {late_step:.4f} V")
print(f"energy error per lateral cell: {energy_error:.3f} meV")
print("TREND: L (nm), field (MV/cm), vacuum ramp (V)")
for length, field, ramp in trend:
    print(f"{length:.1f}  {10*field:.3f}  {ramp:.4f}")
print("NEGLECTED EFFECTS")
print(f"lattice constant: {lattice:.3f} nm")
print(f"lateral cell area: {area:.5f} nm2")
print(f"shortest lateral G: {G_first:.2f} 1/nm")
print(f"corrugation at 0.5 nm, unit ions: {1e3*corrugation(0.5):.3f} mV")
print(f"work function: {work_function_eV:.1f} eV")
print(f"layer face to cut: {cut_distance:.2f} nm")
print(f"electron tail factor at cut: {tail:.1e}")
print(f"vacuum ramp: {vacuum_ramp:.3f} V")
print(f"gap: {gap_eV:.1f} eV")
print(f"spurious voltage across layer: {layer_voltage:.4f} V")
print(f"temperature: {temperature:.0f} K")
print(f"thermal carriers: {carriers:.1e} 1/cm2")
print(f"carriers needed to screen: {screening:.2e} 1/cm2")
print("success")
```

Printed output:

```
FROZEN THREE-SHEET TEST
cell length: 2.20 nm
step, open boundaries: 0.2100 V
vacuum field, periodic: 0.09545 V/nm
field left by cut through layer: -2.204 V/nm
MODEL INPUTS
sheet charge: 9.0 uC/cm2
sheet positions: -/+ 0.15 nm
sheet Gaussian width: 0.04 nm
layer thickness: 0.60 nm
layer edge width: 0.05 nm
relative permittivity inside: 4.0
main cell length: 2.0 nm
MODEL RESULTS, MAIN CELL
sheet charge/eps0: 10.165 V/nm
isolated dipole/eps0: 0.7625 V
isolated dipole: 6.751 pC/m
isolated dipole per cell: 0.00385 e nm
alpha/eps0: 0.4908 nm
uncorrected dipole/eps0: 1.0105 V
dipole enhancement: 1.3252
field from isolated dipole: 3.813 MV/cm
actual spurious field: 5.052 MV/cm
lower vacuum level vs centre: 0.3813 eV
upper vacuum level vs centre: -0.3813 eV
corrected potential step: 0.7625 V
plateau ripple below 1e-7 V: True
step if corrected afterwards: 1.0105 V
energy error per lateral cell: -0.974 meV
TREND: L (nm), field (MV/cm), vacuum ramp (V)
1.5  7.556  0.6800
2.0  5.052  0.7073
3.0  3.039  0.7293
4.0  2.173  0.7388
8.0  1.015  0.7514
NEGLECTED EFFECTS
lattice constant: 0.325 nm
lateral cell area: 0.09147 nm2
shortest lateral G: 22.32 1/nm
corrugation at 0.5 nm, unit ions: 0.378 mV
work function: 5.0 eV
layer face to cut: 0.70 nm
electron tail factor at cut: 1.1e-07
vacuum ramp: 0.707 V
gap: 1.5 eV
spurious voltage across layer: 0.0758 V
temperature: 300 K
thermal carriers: 2.7e+00 1/cm2
carriers needed to screen: 2.79e+12 1/cm2
success
```
